\section*{Polarisation degeneracy of a square waveguide core and its lifting by a substrate}

\section*{The square core in uniform cladding}

\textbf{Q:} I have a silicon wire of square cross-section, suspended in air. Its two fundamental polarisations are said to have the same mode index. Turning the wire through $90^\circ$ obviously changes nothing, but why does that force two modes to exist?

\textbf{A:} We need the equation that the modes obey. Let the guide be straight and uniform along $z$, its materials linear, isotropic, non-magnetic and lossless, and its cladding unbounded. Fields vary as $\exp[i(\beta z-\omega t)]$. I write $\mathbf h=Z_0\mathbf H$, with $Z_0$ the vacuum impedance, measure lengths in units of $1/k_0=\lambda/2\pi$, and call $n=\beta/k_0$ the mode index. Maxwell's equations are then $\nabla\times\mathbf E=i\mathbf h$ and $\nabla\times\mathbf h=-i\varepsilon\mathbf E$, with $\partial_z=in$.

Their $z$ components give the longitudinal fields. With $\mathbf g=(h_y,-h_x)$ and $c=\partial_xE_y-\partial_yE_x$,
\begin{equation}
E_z=\frac{i}{\varepsilon}(\partial_xh_y-\partial_yh_x)=\frac{i}{\varepsilon}\nabla\!\cdot\mathbf g,\qquad h_z=-ic .
\end{equation}
The transverse components are
\begin{align}
inE_x-\partial_xE_z&=ih_y, & \partial_yE_z-inE_y&=ih_x,\\
\partial_yh_z-inh_y&=-i\varepsilon E_x, & inh_x-\partial_xh_z&=-i\varepsilon E_y .
\end{align}
Solve the first line for $nE_x,nE_y$ and the second for $nh_y,-nh_x$, then insert $E_z$ and $h_z$. From here on $\mathbf E$ and $\nabla$ are transverse:
\begin{align}
n\mathbf E&=\mathbf g+\nabla(\varepsilon^{-1}\nabla\!\cdot\mathbf g)\equiv P\mathbf g,\\
n\mathbf g&=\varepsilon\mathbf E+(-\partial_yc,\ \partial_xc)\equiv Q\mathbf E .
\end{align}
Hence $PQ\mathbf E=n^2\mathbf E$.

A rotation or reflection $R$ of the cross-section acts on a field by $(R\mathbf E)(\mathbf r)=R\,\mathbf E(R^{-1}\mathbf r)$: it moves the pattern and turns the arrows. Gradient and divergence keep their form under $R$. So does $(-\partial_yc,\partial_xc)$, because a reflection reverses both $c$ and the sense of the quarter turn applied to its gradient. If also $\varepsilon(R^{-1}\mathbf r)=\varepsilon(\mathbf r)$, then $PQR=RPQ$, and
\begin{equation}
PQ(R\mathbf E)=R(PQ\mathbf E)=n^2R\mathbf E .
\end{equation}
The transformed field is a mode with the same index.

\textbf{Q:} It could be the same mode again, up to a factor. A round symmetric spot turned by $90^\circ$ is the same spot.

\textbf{A:} For a scalar spot, yes. The arrows make the difference. The square has the group $C_{4v}$: quarter turns $C_4$, the half turn $C_2$, mirrors $\sigma_x$ ($x\to-x$) and $\sigma_y$ ($y\to-y$), and two diagonal mirrors. Take the mode whose field points mainly along $x$ and whose $E_x$ is even in $x$ and $y$. Then
\begin{equation}
\sigma_x\mathbf E=-\mathbf E,\qquad C_2\mathbf E=-\mathbf E .
\end{equation}
Following a point $(x,y)$ shows that $\sigma_xC_4$ and $C_4\sigma_y$ both send it to $(y,x)$, and that $\sigma_y=C_2\sigma_x$. Therefore
\begin{align}
\sigma_y\mathbf E&=C_2\sigma_x\mathbf E=-C_2\mathbf E=+\mathbf E,\\
\sigma_x(C_4\mathbf E)&=C_4\sigma_y\mathbf E=+C_4\mathbf E .
\end{align}
The original mode is odd under $\sigma_x$ and the turned one is even. They cannot be multiples of each other, yet they share one $n$. No step assumed a small index contrast. For a mode with $C_2\mathbf E=+\mathbf E$ the same algebra gives equal parities, and no partner is forced.

\textbf{Q:} So everything rests on the sign under a half turn. How do you know it for the fundamental mode?

\textbf{A:} Combine $P$ and $Q$. The divergence of $(-\partial_yc,\partial_xc)$ vanishes, so $\nabla\!\cdot(Q\mathbf E)=\nabla\!\cdot(\varepsilon\mathbf E)$. Also $(-\partial_yc,\partial_xc)=\nabla^2\mathbf E-\nabla(\nabla\!\cdot\mathbf E)$, and $\varepsilon^{-1}\nabla\!\cdot(\varepsilon\mathbf E)=\nabla\!\cdot\mathbf E+\mathbf E\cdot\nabla\ln\varepsilon$. The two terms in $\nabla(\nabla\!\cdot\mathbf E)$ cancel:
\begin{equation}
n^2\mathbf E=\nabla^2\mathbf E+\varepsilon\mathbf E+\nabla(\mathbf E\cdot\nabla\ln\varepsilon).
\label{vector}
\end{equation}
At weak contrast the last term is a small correction. Without it, $E_x$ and $E_y$ obey the same scalar equation. Its solution of largest $n$ is non-degenerate and has no nodes, so every symmetry operation maps it to itself (representation $A_1$). Multiplying by a constant transverse vector, whose representation is the two-dimensional $E$, gives $A_1\otimes E=E$. A half turn leaves the lobe alone and reverses the vector, so $C_2=-1$.

At high contrast this assignment needs checking. I solved the full-vector problem on a grid for a 360 nm square silicon core in air at 1550 nm, with rough typical indices 3.48 and 1.00. The traces of the symmetry operations on the computed pair are $2,0,-2,0,0$ for the identity, $C_4$, $C_2$, $\sigma_x$ and a diagonal mirror. These are the characters of $E$.

\textbf{Q:} And the two computed indices agree?

\textbf{A:} To about $10^{-14}$, at $n=2.326$. That figure measures rounding, not accuracy, because the square grid shares the fourfold symmetry. A grid with unequal steps does not. With steps of 60 and 45 nm it gives a false splitting of $-0.0151$, and with 30 and 22.5 nm one of $-0.0040$. The false splitting shrinks on refinement, as it must if the continuous problem is degenerate.

\section*{The substrate}

\textbf{Q:} Now I lay the wire on silica. What is left of the argument?

\textbf{A:} Let the substrate fill $y<-a/2$, where $a$ is the core width. Of the eight operations, the identity and $\sigma_x$ survive; this is the group $C_s$. The quarter turn, which carried one polarisation into the other, is gone. Any field splits into parts even and odd under $\sigma_x$, and each part separately solves the equation. All representations are therefore one-dimensional. The former pair becomes one odd mode, the $x$ mode, and one even mode, the $y$ mode. They do not mix, and symmetry no longer relates their indices.

\textbf{Q:} ``No longer relates'' is weaker than ``makes different''.

\textbf{A:} It is, and symmetry alone goes no further. The splitting has to be calculated. For bound modes define $(\mathbf a,\mathbf b)=\int\mathbf a\cdot\mathbf b\,dA$. Integrating by parts, with fields that vanish far away,
\begin{align}
(\mathbf a,P\mathbf b)&=\int\left[\mathbf a\cdot\mathbf b-\varepsilon^{-1}(\nabla\!\cdot\mathbf a)(\nabla\!\cdot\mathbf b)\right]dA,\\
(\mathbf a,Q\mathbf b)&=\int\left[\varepsilon\,\mathbf a\cdot\mathbf b-c_ac_b\right]dA .
\end{align}
Both are symmetric in $\mathbf a$ and $\mathbf b$. Change $\varepsilon$ by a small $\delta\varepsilon$ that respects $\sigma_x$. Each parity class then contains one member of the pair, so ordinary non-degenerate perturbation theory applies to each. Vary $n\mathbf E=P\mathbf g$ and project on $\mathbf g$; vary $n\mathbf g=Q\mathbf E$ and project on $\mathbf E$:
\begin{align}
\delta n(\mathbf g,\mathbf E)+n(\mathbf g,\delta\mathbf E)&=(\mathbf g,\delta P\,\mathbf g)+n(\mathbf E,\delta\mathbf g),\\
\delta n(\mathbf E,\mathbf g)+n(\mathbf E,\delta\mathbf g)&=(\mathbf E,\delta Q\,\mathbf E)+n(\mathbf g,\delta\mathbf E).
\end{align}
The last terms used the symmetry of $P$ and $Q$. On adding the lines, all terms in $\delta\mathbf E$ and $\delta\mathbf g$ cancel.

The transverse fields can be taken real. Then $(\mathbf E,\delta Q\,\mathbf E)=\int\delta\varepsilon\,|\mathbf E|^2dA$. Since $\delta(\varepsilon^{-1})=-\delta\varepsilon/\varepsilon^2$, also $(\mathbf g,\delta P\,\mathbf g)=\int\delta\varepsilon\,|\nabla\!\cdot\mathbf g|^2/\varepsilon^2\,dA=\int\delta\varepsilon\,|E_z|^2dA$. Finally $\mathbf E\cdot\mathbf g=E_xh_y-E_yh_x$ is the $z$ component of $\mathbf E\times\mathbf h$. Thus
\begin{equation}
\delta n=\frac{\int\delta\varepsilon\,(|E_x|^2+|E_y|^2+|E_z|^2)\,dA}{2\int(E_xh_y-E_yh_x)\,dA}.
\end{equation}

Let $S_{\rm below}$ be this ratio for the $x$ mode of the uniform guide, with $\delta\varepsilon=1$ in $y<-a/2$ and zero elsewhere. The $y$ mode is the $x$ mode turned by $C_4$, which carries the half-space $x<-a/2$ into $y<-a/2$. Its weight below the core therefore equals the weight $S_{\rm side}$ of the $x$ mode in $x<-a/2$. At zero perturbation,
\begin{equation}
\frac{d(n_y-n_x)}{d\varepsilon_{\rm sub}}=S_{\rm side}-S_{\rm below}.
\label{slope}
\end{equation}
The degeneracy is lifted at first order if one mode has unequal electric weight beside and below the core.

\textbf{Q:} Why should those weights differ?

\textbf{A:} At a side wall $E_x$ is the normal component. Continuity of $\varepsilon E_x$ makes it jump up by the permittivity ratio, $3.48^2\approx12.1$, on passing into air. At the bottom wall $E_x$ is tangential and continuous. The longitudinal field matters too: the parities found above make $E_z$ odd in $x$ and even in $y$, so it vanishes on the plane $x=0$, which runs through the region below the core.

The 30 nm grid gives these weights:
\begin{center}
\begin{tabular}{lcccc}
 & $E_x$ & $E_y$ & $E_z$ & sum\\
$S_{\rm side}$ & 0.0281 & 0.0015 & 0.0239 & 0.0535\\
$S_{\rm below}$ & 0.0084 & 0.0026 & 0.0067 & 0.0177
\end{tabular}
\end{center}
The difference is 0.0358. Of this, $E_x$ supplies 0.0197 and $E_z$ 0.0172, while $E_y$ takes away 0.0011. The component $E_x$ is thus only about half the story. The last digit of these weights is not converged: in the fine-grid limit individual entries move by up to 0.0007, and the difference becomes about 0.0360, with 0.0202 from $E_x$ and 0.0169 from $E_z$. As a test of (\ref{slope}), I solved two guides whose substrate permittivity differed from that of air by $\pm0.02$. Their splittings give a slope of 0.035814, equal to the formula's value to all printed digits. Both numbers come from the same 30 nm grid, so this agreement tests the formula, not the convergence of the grid.

\section*{Numbers for the wire on silica}

\textbf{Q:} Silica is not a small perturbation of air. How large is the splitting?

\textbf{A:} With the silica index set to 1.444 in the model, the permittivity step is $1.444^2-1=1.085$. The linear estimate is
\begin{equation}
n_y-n_x\approx0.03581\times1.085=0.0389 .
\end{equation}
The full solution on the finest grid, with 15 nm steps, gives $n_x=2.346$, $n_y=2.384$ and
\begin{equation}
n_y-n_x=0.0378 .
\end{equation}
The splitting changes by $5\times10^{-5}$ between the 20 and 15 nm grids. The last digits are not yet converged: in the fine-grid limit both indices are about 0.001 lower, near 2.345 and 2.383, and the splitting is about 0.0379. Both modes are raised by the silica, the $y$ mode more. On the 30 nm grid, where the slope was computed, the full splitting is 0.0376, and the linear estimate is about 3\% above it.

The polarisations slip by one full cycle when $(\beta_y-\beta_x)L=2\pi$:
\begin{equation}
L=\frac{\lambda}{|n_y-n_x|}=\frac{1.55\ \mu{\rm m}}{0.0378}\approx41\ \mu{\rm m}.
\end{equation}
Light launched with equal amplitudes in both modes does not keep its polarisation over even a short wire.

\textbf{Q:} Would a weakly guiding core behave the same way?

\textbf{A:} The symmetry argument is unchanged, but the splitting is much smaller. Write $\varepsilon=\varepsilon_0+\Delta f(\boldsymbol\rho)$ with $\boldsymbol\rho=\sqrt\Delta\,\mathbf r$ and $n^2=\varepsilon_0+\Delta b$. Keeping the profile $f$ fixed holds both the normalised frequency $k_0a\sqrt\Delta$ and the relative substrate contrast fixed. Since $\nabla\ln\varepsilon\approx(\Delta/\varepsilon_0)\nabla f$, dividing (\ref{vector}) by $\Delta$ gives
\begin{equation}
b\,\mathbf E=\nabla_\rho^2\mathbf E+f\mathbf E+\frac{\Delta}{\varepsilon_0}\nabla_\rho(\mathbf E\cdot\nabla_\rho f).
\end{equation}
Without the last term both polarisations have the same $b$, substrate or not. Hence $b_y-b_x$ is proportional to $\Delta$ at leading order, and $n_y-n_x$ to $\Delta^2$.

I tested this with a cladding of index 1.444, a substrate permittivity lower than the cladding's by $\Delta/2$, and normalised frequency 4. The grid samples $E_x$ and $E_y$ at different points, which splits even the scalar problem, by $6.4\times10^{-5}$ at $\Delta=0.2$ and $3.2\times10^{-5}$ at $\Delta=0.1$. Halving the step reduces the latter to $0.8\times10^{-5}$, as befits a grid error. The raw splittings, $-1.62\times10^{-4}$ and $-2.5\times10^{-5}$, contain this error and have a ratio of 6.5. With the scalar part subtracted at each contrast, they become $-2.25\times10^{-4}$ and $-5.69\times10^{-5}$. Their ratio is then 3.96, close to the expected 4.

\textbf{Q:} My wire will not be perfectly square. Does that matter beside the substrate?

\textbf{A:} Very much. In air, widening the core by 10 nm at fixed height gives $n_y-n_x\approx-0.028$ on the 30 nm grid ($-0.029$ in the fine-grid limit), about three quarters of the silica splitting and of opposite sign. If the two effects simply add and the width effect is linear, an excess width of about $10\times0.0378/0.0284\approx13$ nm would make the indices equal again on silica. Neither assumption is exact, and a direct solution for the widened wire on silica puts the crossing near 13.7 nm. This would be an accidental crossing of an even and an odd mode. The mirror $\sigma_x$ keeps the two from mixing, so they can cross, but no symmetry fixes the width at which they do.

If the width is uncertain by several nanometres, this error outweighs each of three other neglected effects:
\begin{itemize}
\item Heating the core by 50 K, with a rough coefficient of $1.8\times10^{-4}$ per kelvin, changes the splitting by $-5\times10^{-4}$.
\item A stress of 100 MPa, with a rough stress-optic coefficient of $1.5\times10^{-11}$ per pascal, gives the silicon a birefringence of about $1.5\times10^{-3}$. That is 4\% of the splitting, though its effect on the modes was not computed.
\item Across a buried oxide 2 $\mu$m thick, the evanescent power falls by a factor of about $10^{-13}$, so treating the oxide as infinitely deep is harmless here.
\end{itemize}

\textbf{Q:} Can I recover the degeneracy without tuning the width?

\textbf{A:} Within this model, cover the wire with the same silica. A square core then again has uniform surroundings, the quarter turn is restored, and the two modes must share one index. Sloping side walls, unequal width and height, or anisotropic stress would break the symmetry again. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
wavelength = 1550 nm; core width = 360 nm
indices: core 3.48, air 1.00, silica 1.444
TM slab check, analytic n = 1.79365
TM slab check, solver n (30, 15 nm) = 1.80870, 1.79743
characters E, C4, C2, mirror, diagonal mirror = 2.000, 0.000, -2.000, 0.000, 0.000
grid step 30 nm: air n = 2.32835, |raw split| = 4.4e-15
   on silica: n_x = 2.34873, n_y = 2.38637, n_y-n_x = 0.03764
grid step 20 nm: air n = 2.32696, |raw split| = 1.2e-14
   on silica: n_x = 2.34703, n_y = 2.38482, n_y-n_x = 0.03779
grid step 15 nm: air n = 2.32646, |raw split| = 6.7e-15
   on silica: n_x = 2.34640, n_y = 2.38424, n_y-n_x = 0.03784
false split, unequal steps 60/45 nm = -0.01511
false split, unequal steps 30/22.5 nm = -0.00395
Weights and slopes below: 30 nm grid, per unit permittivity
S_side = 0.05349 (Ex 0.02809, Ey 0.00154, Ez 0.02386)
S_below = 0.01767 (Ex 0.00838, Ey 0.00264, Ez 0.00665)
off-diagonal element magnitude = 3.0e-13
split slope: formula = 0.035814, solved guides = 0.035814
substrate permittivity change = 1.0851
linear estimate of silica split = 0.03886
mirror parities on silica = -1.0000, 1.0000
beat length on silica = 40.97 um
split change, 20 to 15 nm grid = 0.00005
split change, window 1800 to 2160 nm = -2.1e-06
weak guides: normalised frequency k0*a*sqrt(contrast) = 4.0
   permittivity contrast 0.2: raw n_y-n_x = -1.617e-04
      scalar grid part = 6.356e-05, vector part = -2.252e-04
   permittivity contrast 0.1: raw n_y-n_x = -2.481e-05
      scalar grid part = 3.212e-05, vector part = -5.693e-05
   scalar grid part, contrast 0.1, half the step = 8.185e-06
   ratio of raw splits = 6.518
   ratio of vector parts = 3.956
split in air from +10 nm width = -0.02840
silica split change for 50 K core heating = -5.1e-04
   rough thermo-optic coefficient = 1.8e-04 1/K
rough stress birefringence of core at 100 MPa = 1.5e-03
   rough stress-optic coefficient = 1.5e-11 1/Pa
power factor exp(-2*decay*t), 2 um oxide = 9.5e-14
\end{verbatim}
